# Exactness, aliasing and half-step shifts of Monkhorst-Pack meshes: a program that tests the result

```python
"""
Result under test: a uniform mesh k = sum_j (n_j + s_j)/N_j b_j averages
exp(i k.R), R = sum_j m_j a_j, to zero unless every N_j divides m_j; then the
average is exp(2 pi i s.l) with l_j = m_j/N_j. The quadrature error of a
periodic function is therefore the sum of its Fourier coefficients over nonzero
supercell vectors, each times exp(2 pi i s.l). A half-step shift reverses the
leading error if all leading vectors have odd phase (chain, sc, bcc; not fcc).
Symbols: a_j primitive vectors, b_j reciprocal vectors, N_j divisions,
s_j shift in units of one mesh step, t1 and t2 hoppings in eV.
"""
import itertools
import numpy as np
from scipy.integrate import quad
from scipy.special import binom


def mesh_fractions(divisions, shift):
    axes = [(np.arange(n) + s) / n for n, s in zip(divisions, shift)]
    return np.stack(np.meshgrid(*axes, indexing="ij"), -1).reshape(-1, len(axes))


# ---- plane waves on a skew lattice, summed from Cartesian scalar products ----
cell = np.array([[1.0, 0.1, 0.0], [0.3, 1.2, 0.2], [-0.2, 0.4, 0.9]])
reciprocal = 2 * np.pi * np.linalg.inv(cell).T
divisions = (3, 4, 2)
indices = np.array(list(itertools.product(range(-8, 9), repeat=3)))
worst = 0.0
for shift in [(0, 0, 0), (0.5, 0.5, 0.5), (0.3, 0.5, 0.1)]:
    k_points = mesh_fractions(divisions, shift) @ reciprocal
    averages = np.exp(1j * (indices @ cell) @ k_points.T).mean(axis=1)
    in_supercell = np.all(indices % np.array(divisions) == 0, axis=1)
    windings = indices / np.array(divisions)
    predicted = np.where(in_supercell,
                         np.exp(2j * np.pi * windings @ np.array(shift)), 0)
    worst = max(worst, np.abs(averages - predicted).max())
assert worst < 1e-11
exact_zone = np.all(indices == 0, axis=1).astype(float)
failures = int(np.sum(np.abs(averages - exact_zone) > 1e-8))
assert failures == int(in_supercell.sum()) - 1
print("Skew lattice, divisions:", divisions, " mesh points:", len(k_points))
print("Lattice vectors tested (|m_j| <= 8):", len(indices))
print("Supercell vectors among them, R = 0 included:", int(in_supercell.sum()))
print("Vectors integrated wrongly, shift (0.3,0.5,0.1):", failures)
print(f"Largest deviation from the selection rule: {worst:.1e}")

# ---- original Monkhorst-Pack fractions ----
for q in range(1, 9):
    u = (2 * np.arange(1, q + 1) - q - 1) / (2 * q)
    for m in range(-3 * q, 3 * q + 1):
        average = np.exp(2j * np.pi * u * m).mean()
        expected = (-1.0) ** ((q - 1) * abs(m // q)) if m % q == 0 else 0.0
        assert abs(average - expected) < 1e-12
    if q in (3, 4):
        print(f"Monkhorst-Pack fractions, q={q}:", np.round(u, 4).tolist())

# ---- dimerized insulating chain ----
t1, t2 = 1.0, 0.5
rho = t2 / t1


def band(k):
    return -np.abs(t1 + t2 * np.exp(1j * k))


def coefficient(m):
    j = np.arange(60)
    m = abs(m)
    return -t1 * np.sum(binom(0.5, j) * binom(0.5, j + m) * rho ** (2 * j + m))


def chain_average(function, n, s):
    return function(2 * np.pi * (np.arange(n) + s) / n).mean()


exact_band = quad(band, 0, np.pi, epsabs=1e-13, epsrel=1e-13)[0] / np.pi
assert abs(exact_band - coefficient(0)) < 1e-12
for m in range(1, 9):
    by_quadrature = quad(lambda k: band(k) * np.cos(m * k), 0, np.pi,
                         epsabs=1e-13, epsrel=1e-12)[0] / np.pi
    assert abs(by_quadrature - coefficient(m)) < 1e-11
    assert abs(coefficient(m)) <= t1 * rho ** m / (1 - rho ** 2)
print(f"Chain: t1 = {t1} eV, t2 = {t2} eV, exact band mean = {exact_band:.10f} eV")
print("Errors in eV: N, 2f_N, Gamma mesh, half-step mesh, their mean, ratio")
for n in (3, 4, 5, 6, 8):
    error_gamma = chain_average(band, n, 0.0) - exact_band
    error_half = chain_average(band, n, 0.5) - exact_band
    error_double = chain_average(band, 2 * n, 0.0) - exact_band
    alias_gamma = sum(2 * coefficient(l * n) for l in range(1, 25))
    alias_half = sum(2 * (-1) ** l * coefficient(l * n) for l in range(1, 25))
    assert abs(error_gamma - alias_gamma) < 1e-11
    assert abs(error_half - alias_half) < 1e-11
    mean_error = (error_gamma + error_half) / 2
    assert abs(mean_error - error_double) < 1e-13
    assert error_gamma * error_half < 0
    assert abs(mean_error) < 0.1 * abs(error_gamma)
    print(f"  {n}  {2 * coefficient(n):+.4e}  {error_gamma:+.4e}  "
          f"{error_half:+.4e}  {mean_error:+.4e}  {error_half / error_gamma:+.4f}")

# ---- partly filled cosine band: the leading coefficient need not dominate ----
hopping, k_fermi, n_metal = 1.0, np.pi / 4, 10


def metal(k):
    return np.minimum(-2 * hopping * (np.cos(k) - np.cos(k_fermi)), 0.0)


def metal_coefficient(m):
    return quad(lambda k: metal(k) * np.cos(m * k), 0, k_fermi,
                epsabs=1e-13, epsrel=1e-11, limit=200)[0] / np.pi


exact_metal = metal_coefficient(0)
metal_gamma = chain_average(metal, n_metal, 0.0) - exact_metal
metal_half = chain_average(metal, n_metal, 0.5) - exact_metal
f_first, f_second = metal_coefficient(n_metal), metal_coefficient(2 * n_metal)
assert metal_gamma * metal_half > 0
assert abs(f_second) > abs(f_first)
# Coefficients fall as 1/m^2, so 200 terms leave a tail below 1e-4 eV.
for s, error in ((0.0, metal_gamma), (0.5, metal_half)):
    alias = sum(2 * np.cos(2 * np.pi * s * l) * metal_coefficient(l * n_metal)
                for l in range(1, 201))
    assert abs(alias - error) < 1e-4
print(f"Metal chain: hopping {hopping} eV, k_F a = {k_fermi:.6f} rad, N = {n_metal}")
print(f"  exact mean of (energy - Fermi level), occupied: {exact_metal:.6f} eV")
print(f"  2f_N = {2 * f_first:+.6f} eV, 2f_2N = {2 * f_second:+.6f} eV")
print(f"  errors: Gamma {metal_gamma:+.6f} eV, half-step {metal_half:+.6f} eV")

# ---- three cubic lattices; Fourier coefficients from random-walk counts ----
lattices = {
    "sc": np.eye(3),
    "bcc": np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1]]) / 2,
    "fcc": np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]]) / 2,
}
lam, n_div, max_steps = 0.5, 6, 30
nodes, weights = np.polynomial.legendre.leggauss(40)
nodes, weights = (nodes + 1) / 2, weights / 2
gauss_points = np.stack(np.meshgrid(nodes, nodes, nodes, indexing="ij"),
                        -1).reshape(-1, 3)
gauss_weights = np.einsum("i,j,k->ijk", weights, weights, weights).ravel()
half_shifts = [(0.5, 0.5, 0.5), (0.5, 0.5, 0.0)]
print(f"3D function 1/(1 - lambda*gamma), lambda = {lam}, mesh {n_div}^3")
print("Dimensionless: lattice, shift, error, ratio to Gamma error, shell factor g")
for name, vectors in lattices.items():
    candidates = np.array([v for v in itertools.product((-1, 0, 1), repeat=3)
                           if any(v)])
    lengths = np.linalg.norm(candidates @ vectors, axis=1)
    shell = candidates[np.isclose(lengths, lengths.min())]

    def green(fractions):
        gamma = np.cos(2 * np.pi * fractions @ shell.T).mean(axis=1)
        return 1 / (1 - lam * gamma)

    # The box holds every walk of max_steps steps, so no walk wraps around.
    size = 2 * max_steps + 1
    walkers = np.zeros((size, size, size))
    walkers[max_steps, max_steps, max_steps] = 1.0
    fourier = walkers.copy()
    for step in range(1, max_steps + 1):
        walkers = sum(np.roll(walkers, tuple(int(x) for x in v), axis=(0, 1, 2))
                      for v in shell) / len(shell)
        fourier += lam ** step * walkers
    exact = gauss_weights @ green(gauss_points)
    # Omitted walks sum to at most lam^31/(1-lam), about 1e-9.
    assert abs(exact - fourier[max_steps, max_steps, max_steps]) < 1e-9

    supercell_part = fourier[::n_div, ::n_div, ::n_div].copy()
    reach = max_steps // n_div
    supercell_part[reach, reach, reach] = 0.0
    l_axis = np.arange(-reach, reach + 1)
    l_grid = np.stack(np.meshgrid(l_axis, l_axis, l_axis, indexing="ij"), -1)
    gamma_error = green(mesh_fractions((n_div,) * 3, (0, 0, 0))).mean() - exact
    print(f"  {name}: {len(shell)} nearest vectors, exact mean {exact:.9f}")
    for shift in [(0.0, 0.0, 0.0)] + half_shifts:
        error = green(mesh_fractions((n_div,) * 3, shift)).mean() - exact
        phases = np.cos(2 * np.pi * l_grid @ np.array(shift))
        # Only about one omitted walk in a hundred ends on a supercell vector.
        assert abs(error - np.sum(phases * supercell_part)) < 5e-11
        factor = np.cos(2 * np.pi * shell @ np.array(shift)).mean()
        ratio = error / gamma_error
        # Farther shells shift the ratio by a few per cent at this mesh size.
        assert abs(ratio - factor) < 0.05
        print(f"    {shift}  {error:+.4e}  {ratio:+.4f}  {factor:+.4f}")
    all_factors = [np.cos(np.pi * shell @ np.array(v)).mean()
                   for v in itertools.product((0, 1), repeat=3)]
    lowest = min(all_factors)
    assert abs(lowest - (-1 / 3 if name == "fcc" else -1)) < 1e-12
    print(f"    lowest g over the eight half-step choices: {lowest:+.4f}")

print("all assertions hold")
```

It prints:

```
Skew lattice, divisions: (3, 4, 2)  mesh points: 24
Lattice vectors tested (|m_j| <= 8): 4913
Supercell vectors among them, R = 0 included: 225
Vectors integrated wrongly, shift (0.3,0.5,0.1): 224
Largest deviation from the selection rule: 1.2e-14
Monkhorst-Pack fractions, q=3: [-0.3333, 0.0, 0.3333]
Monkhorst-Pack fractions, q=4: [-0.375, -0.125, 0.125, 0.375]
Chain: t1 = 1.0 eV, t2 = 0.5 eV, exact band mean = -1.0635444100 eV
Errors in eV: N, 2f_N, Gamma mesh, half-step mesh, their mean, ratio
  3  -1.4345e-02  -1.3806e-02  +1.4961e-02  +5.7739e-04  -1.0836
  4  +4.4333e-03  +4.5274e-03  -4.3452e-03  +9.1112e-05  -0.9598
  5  -1.5400e-03  -1.5242e-03  +1.5563e-03  +1.6042e-05  -1.0210
  6  +5.7435e-04  +5.7739e-04  -5.7135e-04  +3.0198e-06  -0.9895
  8  +9.0990e-05  +9.1112e-05  -9.0869e-05  +1.2105e-07  -0.9973
Metal chain: hopping 1.0 eV, k_F a = 0.785398 rad, N = 10
  exact mean of (energy - Fermi level), occupied: -0.096605 eV
  2f_N = -0.000909 eV, 2f_2N = -0.002256 eV
  errors: Gamma -0.002738 eV, half-step -0.000975 eV
3D function 1/(1 - lambda*gamma), lambda = 0.5, mesh 6^3
Dimensionless: lattice, shift, error, ratio to Gamma error, shell factor g
  sc: 6 nearest vectors, exact mean 1.046757384
    (0.0, 0.0, 0.0)  +5.0944e-06  +1.0000  +1.0000
    (0.5, 0.5, 0.5)  -5.0822e-06  -0.9976  -1.0000
    (0.5, 0.5, 0.0)  -1.6981e-06  -0.3333  -0.3333
    lowest g over the eight half-step choices: -1.0000
  bcc: 8 nearest vectors, exact mean 1.035120661
    (0.0, 0.0, 0.0)  +2.6012e-06  +1.0000  +1.0000
    (0.5, 0.5, 0.5)  -2.5163e-06  -0.9674  -1.0000
    (0.5, 0.5, 0.0)  -1.4147e-08  -0.0054  +0.0000
    lowest g over the eight half-step choices: -1.0000
  fcc: 12 nearest vectors, exact mean 1.026848755
    (0.0, 0.0, 0.0)  +2.1684e-06  +1.0000  +1.0000
    (0.5, 0.5, 0.5)  -1.8226e-09  -0.0008  +0.0000
    (0.5, 0.5, 0.0)  -7.2036e-07  -0.3322  -0.3333
    lowest g over the eight half-step choices: -0.3333
all assertions hold
```
